# Unscreened Coulomb Scattering in a Two-Dimensional Electron Sheet

## Problem

Electrons of isotropic mass $m$ and charge $-e$ move in a sheet of zero thickness, in one parabolic subband, inside a medium of permittivity $\varepsilon$. Fixed point charges of magnitude $Ze$ lie in the same plane, at random and uncorrelated positions, with $N$ charges per unit area. The electrons do not screen them. The electron gas is nondegenerate, the driving field is weak, and no other scattering acts.

(a) In the first Born approximation, show that the momentum relaxation time $\tau$ is proportional to the kinetic energy $E$, and find the coefficient.

(b) Show that the mobility $\mu$ is proportional to the temperature $T$, and find the coefficient.

(c) The planar Coulomb problem can be solved without the Born approximation. Use the solution to find when the laws of (a) and (b) hold, and what replaces them otherwise.

(d) Evaluate the results for a cooled III–V quantum-well channel with the rough typical values $m=0.04\,m_e$, $\varepsilon=14\,\varepsilon_0$, $N=5\times10^{10}\ \mathrm{cm^{-2}}$, $Z=1$, electron density $n=10^{10}\ \mathrm{cm^{-2}}$ and $T=150$ K. Take the charges to be negative, so that they bind no electrons. Estimate the effects that the model neglects.

## Solution

### (a) The relaxation time

**The matrix element.** The potential energy of an electron at distance $r$ from one charge has magnitude $Ze^2/(4\pi\varepsilon r)$. Its planar Fourier transform is found with a damping factor $e^{-\lambda r}$, where $\lambda\to0$ at the end. The area element $r\,dr\,d\varphi$ cancels the $1/r$:

$$\int d^2r\,\frac{e^{-\lambda r-i\mathbf q\cdot\mathbf r}}{r}=\int_0^{2\pi}\frac{d\varphi}{\lambda+iq\cos\varphi}=\int_0^{2\pi}\frac{\lambda\,d\varphi}{\lambda^2+q^2\cos^2\varphi}=\frac{2\pi}{\sqrt{\lambda^2+q^2}} .$$

The imaginary part vanished because $\cos\varphi$ changes sign under $\varphi\to\varphi+\pi$. For $\lambda\to0$,

$$|V(q)|=\frac{Ze^2}{4\pi\varepsilon}\,\frac{2\pi}{q}=\frac{Ze^2}{2\varepsilon q}.$$

**The transition rate.** In a sheet of area $A$ the matrix element between plane waves is $A^{-1}V(q)\sum_i e^{-i\mathbf q\cdot\mathbf R_i}$, with $\mathbf q=\mathbf k'-\mathbf k$. On averaging its square over uncorrelated positions $\mathbf R_i$, the cross terms vanish for $\mathbf q\neq0$ and the $NA$ diagonal terms remain. The golden rule gives

$$W_{\mathbf k\mathbf k'}=\frac{2\pi}{\hbar}\,\frac{N}{A}\,|V(q)|^2\,\delta(E'-E).$$

**The angular weight.** A weak field along $x$ adds to the distribution a part $f_1=g(E)\cos\phi$, where $\phi$ is the angle between $\mathbf k$ and the field. Scattering is elastic, so $g$ is the same before and after a collision. With $\theta$ the scattering angle, the loss rate of $f_1$ is

$$\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\,g\,[\cos\phi-\cos(\phi+\theta)]
=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\,g\,[\cos\phi\,(1-\cos\theta)+\sin\phi\sin\theta].$$

The last term is odd in $\theta$ and cancels between $\theta$ and $-\theta$. Near $\theta=0$ it varies as $1/\theta$, so the cancellation requires a small-angle cutoff that is symmetric, as reflection symmetry of the scattering demands. What remains is $f_1/\tau$. The sum over $\mathbf k'$ becomes $A\int d^2k'/(2\pi)^2$. Spin is conserved and brings no factor of two. With $k'dk'=(m/\hbar^2)\,dE'$,

$$\frac1\tau=\frac{Nm}{2\pi\hbar^3}\int_{-\pi}^{\pi}d\theta\,|V(q)|^2(1-\cos\theta).$$

**The integral.** Since $k'=k$, $q^2=2k^2(1-\cos\theta)$, and

$$|V(q)|^2(1-\cos\theta)=\frac{Z^2e^4}{4\varepsilon^2}\,\frac{1-\cos\theta}{2k^2(1-\cos\theta)}=\frac{Z^2e^4}{8\varepsilon^2k^2}.$$

Every angle contributes equally to momentum loss. Without the weight the integrand would vary as $1/\theta^2$ and the total collision rate would diverge, but those small deflections hardly change the momentum. The integral is $2\pi$ times the constant, and $k^2=2mE/\hbar^2$ gives

$$\frac1\tau=\frac{NmZ^2e^4}{8\varepsilon^2\hbar^3k^2}=\frac{NZ^2e^4}{16\varepsilon^2\hbar E},
\qquad
\boxed{\tau(E)=\frac{16\,\varepsilon^2\hbar\,E}{NZ^2e^4}} .$$

The density of states is constant in two dimensions, so the energy dependence comes from $|V|^2\propto1/k^2$ alone. The mass cancels: a heavier electron has more final states, but at the same energy it also has a larger $k$ and meets a weaker Fourier component.

### (b) The mobility

Let the field be $F$ along $x$; the force is $-eF$. The steady linearized Boltzmann equation is

$$-eF\,v_x\frac{\partial f_0}{\partial E}=-\frac{f_1}{\tau},\qquad
f_1=eF\tau v_x\frac{\partial f_0}{\partial E}=-\frac{eF\tau v_x}{k_BT}f_0,$$

with $f_0\propto e^{-E/k_BT}$. The angular average of $v_x^2$ is $v^2/2=E/m$. With a constant density of states the drift velocity is

$$v_d=-\frac{eF}{mk_BT}\,\frac{\int_0^\infty \tau E\,e^{-E/k_BT}dE}{\int_0^\infty e^{-E/k_BT}dE}.$$

It points against the field, as it must for electrons. Write $\tau=CE$. The upper integral is $2C(k_BT)^3$ and the lower one is $k_BT$, so $\mu=|v_d|/F=2eCk_BT/m$:

$$\boxed{\mu(T)=\frac{32\,\varepsilon^2\hbar\,k_BT}{NZ^2e^3m}} .$$

This equals $e\tau(2k_BT)/m$, so $2k_BT$ is the energy that represents transport. The growth with $T$ assumes that $N$ and $\varepsilon$ do not change with temperature.

### (c) Beyond the Born approximation

**Phase shifts.** Put $\psi=r^{-1/2}u(r)e^{ij\varphi}$, $\rho=kr$ and $l=|j|-\tfrac12$. The Schrödinger equation becomes

$$u''+\Big[1-\frac{2\eta}{\rho}-\frac{l(l+1)}{\rho^2}\Big]u=0,\qquad |\eta|=\frac{mZe^2}{4\pi\varepsilon\hbar^2k},$$

with $\eta>0$ for repulsion. Let $w=(l+1)/\rho+\eta/(l+1)$. Then

$$w^2\pm w'=\frac{(l+1)(l+1\mp1)}{\rho^2}+\frac{2\eta}{\rho}+\frac{\eta^2}{(l+1)^2}.$$

With $D=d/d\rho-w$ and $D^\dagger=-d/d\rho-w$, one has $D^\dagger D=-d^2/d\rho^2+w^2+w'$ and $DD^\dagger=-d^2/d\rho^2+w^2-w'$. The radial equation for $l$ therefore reads $D^\dagger Du_l=[1+\eta^2/(l+1)^2]u_l$. Acting with $D$ shows that $Du_l$ solves the equation for $l+1$. It is also the regular solution: in $u_l\propto\rho^{l+1}[1+\eta\rho/(l+1)+\dots]$ the operator removes the powers $\rho^l$ and $\rho^{l+1}$.

Far away $u_l\propto\sin X$, where $X=\rho-\eta\ln2\rho-l\pi/2+\delta_j$, so that

$$Du_l\propto\cos X-\frac{\eta}{l+1}\sin X\propto\cos(X+\beta),\qquad \tan\beta=\frac{\eta}{l+1}.$$

By definition $u_{l+1}\propto\sin(X-\pi/2+\delta_{j+1}-\delta_j)=-\cos(X+\delta_{j+1}-\delta_j)$. Hence $\delta_{j+1}-\delta_j=\beta$ up to a multiple of $\pi$, and for $j\ge0$

$$\sin^2(\delta_{j+1}-\delta_j)=\frac{\eta^2}{(j+\frac12)^2+\eta^2}.$$

**Transport cross-section.** In two dimensions this is a length. The outgoing part of each partial wave is multiplied by $S_j=e^{2i\delta_j}$, so apart from a common phase the scattering amplitude is $f(\theta)=(2\pi k)^{-1/2}\sum_j(S_j-1)e^{ij\theta}$. Multiplication by $1-e^{i\theta}$ turns the coefficients into $S_j-S_{j-1}$, and $|1-e^{i\theta}|^2=2(1-\cos\theta)$. Integrating over $\theta$ leaves the squares of the coefficients:

$$\sigma=\int(1-\cos\theta)|f|^2d\theta=\frac1{2k}\sum_{j=-\infty}^{\infty}|S_j-S_{j-1}|^2=\frac4k\sum_{j=0}^\infty\sin^2(\delta_{j+1}-\delta_j).$$

Here $|S_j-S_{j-1}|^2=4\sin^2(\delta_j-\delta_{j-1})$ was used, and $\delta_{-j}=\delta_j$ makes each difference occur twice. The logarithmic derivative of $\cosh\pi\eta=\prod_{j\ge0}[1+\eta^2/(j+\frac12)^2]$ is $\pi\tanh\pi\eta=\sum_{j\ge0}2\eta/[(j+\frac12)^2+\eta^2]$. Therefore

$$\sigma=\frac{2\pi\eta}{k}\tanh\pi\eta .$$

For small $\eta$ this tends to $2\pi^2\eta^2/k$, and $1/\tau=N(\hbar k/m)\sigma$ returns the result of (a). In general

$$\frac{\tau_{\rm full}}{\tau_{\rm Born}}=\frac{\pi\eta}{\tanh\pi\eta},\qquad \eta^2=\frac{R}{E},\qquad R=\frac{mZ^2e^4}{32\pi^2\varepsilon^2\hbar^2}.$$

The ratio is even in $\eta$, so in a sheet of zero thickness the sign of the charge does not matter for scattering. This symmetry belongs to the pure $1/r$ potential and is lost in a well of finite width.

**High energy.** From $x/\tanh x\simeq1+x^2/3$, the leading correction to the mobility is

$$\frac{\mu_{\rm full}}{\mu_{\rm Born}}\simeq1+\frac{\pi^2R}{3}\,\frac{\int_0^\infty E\,e^{-E/k_BT}dE}{\int_0^\infty E^2e^{-E/k_BT}dE}=1+\frac{\pi^2R}{6k_BT}.$$

The law of (a) thus requires $E\gg\pi^2R/3$, and the law of (b) requires $k_BT\gg\pi^2R/6$.

**Low energy.** When $\pi|\eta|\gg1$ the hyperbolic tangent has magnitude one, and

$$\tau_{\rm full}\to\pi\sqrt{\frac RE}\,\tau_{\rm Born}=\frac{2\sqrt2\,\varepsilon\sqrt{mE}}{NZe^2}.$$

Planck's constant has dropped out, so this is the classical limit. Now $\tau\propto E^{1/2}$ and $\mu\propto T^{1/2}$. The Born approximation overestimates the scattering of slow electrons.

### (d) A cooled III–V channel

At 150 K, $k_BT=12.93$ meV and $2k_BT=25.85$ meV. The coefficient in (a) is 0.01261 ps/meV, so

$$\tau(2k_BT)=0.01261\times25.85\ \text{ps}=0.326\ \text{ps},$$

$$\mu_{\rm Born}=\frac{e\tau(2k_BT)}{m}=1.43\times10^4\ \mathrm{cm^2/Vs}=1.43\ \mathrm{m^2/Vs}.$$

At this energy the speed is $4.77\times10^7$ cm/s and the mean free path $v\tau$ is 155 nm. A channel much shorter than this is crossed largely without momentum loss to these charges, and a local mobility does not then describe its current.

The Coulomb energy is $R=2.78$ meV, so $\pi^2R/6=4.57$ meV, which is not far below $k_BT$. The leading correction would be $1+4.57/12.93=1.35$. Averaging the full ratio over energy by Gauss–Laguerre quadrature gives 1.32. At fixed $N$ the mobilities in $\mathrm{cm^2/Vs}$, and the local exponent $p=d\ln\mu_{\rm full}/d\ln T$, are:

| $T$ (K) | Born | Full | $p$ |
|---|---|---|---|
| 75 | 7170 | 11400 | 0.68 |
| 150 | 14300 | 18900 | 0.78 |
| 300 | 28700 | 33400 | 0.86 |
| 600 | 57300 | 62200 | 0.92 |

The exponent approaches one slowly. With a mass of $0.5\,m_e$, and $N$, $\varepsilon$ and $T=150$ K unchanged, the full mobility is 3.4 times the Born value and $p=0.51$. The square-root law then applies, and the linear law fails.

**Static corrections.** Suppose that an effect multiplies $V(q)$ by $G(q)$. Because $|V|^2(1-\cos\theta)$ is independent of angle, $\tau$ is divided by the angular mean of $G^2$. Three such effects are:

- Electron screening. A slowly varying potential energy $U$ changes the density by $-nU/k_BT$, which gives $G=q/(q+q_s)$ with $q_s=e^2n/(2\varepsilon k_BT)=0.0050\ \mathrm{nm^{-1}}$. For comparison, $k=0.165\ \mathrm{nm^{-1}}$ at $2k_BT$. At $q$ of this size the electrons respond less than the local form assumes, so it somewhat overestimates the screening.
- A metal gate at $d=20$ nm. The image charge lies at distance $2d$, so $G=1-e^{-2qd}$, if the permittivity is the same up to the gate.
- A well of width $b=6$ nm with infinite barriers and the charges at mid-plane. Then $G=\int(2/b)\cos^2(\pi z/b)\,e^{-q|z|}dz$.

Two further effects change the thermal average. For a nonparabolic band, $E(1+\alpha E)=\hbar^2k^2/2m$ with a rough $\alpha=1.5\ \mathrm{eV^{-1}}$. The density of states gains a factor $1+2\alpha E$, the velocity is $\hbar k/[m(1+2\alpha E)]$, and $\tau=CE(1+\alpha E)/(1+2\alpha E)$. For degeneracy, $f_0$ becomes the Fermi function, at a filling $n\pi\hbar^2/(mk_BT)=0.046$. Each effect alone, added to the Born model at 150 K with $n$ and $N$ fixed, gives by numerical quadrature:

| Effect | $\mu/\mu_{\rm Born}$ | $d\ln\mu/d\ln T$ |
|---|---|---|
| Full Coulomb | 1.32 | 0.78 |
| Screening | 1.09 | 0.90 |
| Gate | 1.08 | 0.96 |
| Well width | 1.48 | 1.18 |
| Nonparabolicity | 0.87 | 0.87 |
| Degeneracy | 1.01 | 0.99 |

The finite width changes the mobility at 150 K most, and the full Coulomb result changes the exponent most. The width raises the exponent because faster electrons exchange larger $q$, at which the spread-out charge weakens the potential. The other effects lower the exponent. The factors do not multiply when several effects act together. Numerical phase shifts for the potential softened by the well width give $\mu/\mu_{\rm Born}\approx1.55$ for repulsive charges and about 2.1 for attractive ones, against the product $1.32\times1.48=1.96$.

**Phonons.** Take bulk polar phonons of energy $\hbar\omega=30$ meV and a high-frequency permittivity $12\,\varepsilon_0$. In an ideal sheet the standard polar (Fröhlich) coupling, integrated over the phonon wave number normal to the sheet, is

$$M^2=\frac{e^2\hbar\omega}{4\varepsilon_0q}\Big(\frac1{12}-\frac1{14}\Big).$$

The momentum loss rate is estimated as $(m/\hbar^3)$ times the angular mean of $M^2[1-(k'/k)\cos\theta]$. This is multiplied by the phonon occupation $n_\omega$ for absorption, and by $n_\omega+1$ for emission where the energy allows it. At $E=2k_BT$ the rates are:

- at 150 K, $0.31\ \mathrm{ps^{-1}}$ from phonons and $3.07\ \mathrm{ps^{-1}}$ from the charges;
- at 300 K, $8.2\ \mathrm{ps^{-1}}$ from phonons and $1.53\ \mathrm{ps^{-1}}$ from the charges.

The first comparison flatters the model, because an electron of 25.85 meV cannot emit a 30 meV phonon. Electrons above 30 meV can, with an occupation factor larger by $(n_\omega+1)/n_\omega=e^{30/12.93}\approx10$. Just above 30 meV the final wave number $k'$ is near zero and $q\approx k$, so emission at 150 K contributes $(m/\hbar^3)M^2(n_\omega+1)\approx8\ \mathrm{ps^{-1}}$, against $2.6\ \mathrm{ps^{-1}}$ from the charges. With $s=30/12.93$, electrons above 30 meV supply the fraction $e^{-s}(1+s+s^2/2)=0.59$ of the Born mobility. Phonons therefore reduce the total mobility strongly already at 150 K.

**Comparison with a real channel.** The value $1.4\times10^4\ \mathrm{cm^2/Vs}$ is a charge-limited mobility, not a prediction of the total. Adding the estimated phonon rates to the Born rate at each energy, and averaging as in (b), gives a total mobility of about half this value at 150 K. In this estimate the total mobility has a maximum near 130 K (near 100 K, with a total of about 0.7 of the Born value at 150 K, if the full Coulomb rate replaces the Born rate) and falls at higher temperatures, so the linear law describes only the part limited by the charges, not the measured total at 150 K or at room temperature. A real well has finite width. With infinite barriers and mid-plane charges this raises the Born value by about half. Finite barriers spread the electron further: a 0.5 eV barrier with a barrier mass of $0.075\,m_e$ gives a factor of about 1.8. Charges spread evenly across the infinite well give about 1.9, and charges placed outside the well would act more weakly still.

The picture of independent collisions in a uniform gas is also strained. The mean square random potential energy, with screening and with $q$ cut off at $2k$, is

$$\langle U^2\rangle=\frac{N}{2\pi}\Big(\frac{Ze^2}{2\varepsilon}\Big)^2\int_0^{2k}\frac{q\,dq}{(q+q_s)^2}=(10.3\ \text{meV})^2,$$

where $k$ is taken at $2k_BT$. The root mean square is $0.80\,k_BT$. This is a rough figure: it falls to $0.71\,k_BT$ for a cutoff at $k$ and to $0.66\,k_BT$ when the gate at 20 nm is included, and linear screening is itself doubtful at this size of $U$. In each case slow electrons do not move through a nearly flat potential. The effect of this potential on the mobility is not estimated here. Within the picture of independent collisions, the Born result fixes the scale of the charge-limited mobility at 150 K to within about a factor of two, the largest change coming from the shape of the well and the position of the charges in it.

Numbers in the example were calculated in double precision.
